**Vacant triangles in a triangular inhibitor layer**

For $N$ sites, each vacant independently with probability $p$, the expected number of mutually adjacent vacant triples is $2Np^3$, which is 2 for $N=10^6$ and $p=0.01$. The program finds the triangles from Cartesian distances and asserts the mean and variance of their number by enumerating every arrangement of a periodic $4\times4$ lattice. It also asserts the coefficients 2 and −3 of $p^3$ and $p^4$ in the number of connected holes per site, and compares the probability of no opening with a transfer-matrix calculation. In 400 random million-site lattices the mean count is 2.047, with an expected standard error of 0.072. The fraction of these lattices without an opening is 0.1025 (41 of 400) against a predicted 0.1395, about 2.1 standard errors low and inside the asserted limit of four. With an attraction $J=0.020$ eV between adjacent vacancies at 423.15 K and fixed $p$, the enumerated mean rises to 10.08, and the program asserts that the rise agrees with the low-density factor $\exp(3J/kT)$ within 6 per cent. Further output gives the opening density for a site spacing of 0.5 nm and the effects of uneven coverage, inhibitor loss and repeated rearrangement.

## Program and output

```python
"""
Result under test: on a periodic triangular lattice of N sites, each vacant
independently with probability p, the expected number of triples of mutually
adjacent vacant sites is 2*N*p**3, hence 2 for N = 1e6 and p = 0.01.
Merging triples that belong to one connected hole gives N*(2p^3 - 3p^4 + ...).
Symbols: a = site spacing, J = attraction energy of two adjacent vacancies,
T = temperature, s = relative unevenness of the vacancy fraction.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.optimize import brentq

N = 10**6
p = 0.01
a_nm = 0.5
pad_nm = 100.0
T = 423.15
J_eV = 0.02
s = 0.3
cycles = 100


def adjacency(L, periodic):
    """Neighbour matrix found from Cartesian distances (unit spacing)."""
    cell = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
    index = np.array([(i, j) for i in range(L) for j in range(L)])
    xy = index @ cell
    shifts = [-L, 0, L] if periodic else [0]
    result = np.zeros((L * L, L * L), dtype=bool)
    for m in shifts:
        for n in shifts:
            move = np.array([m, n]) @ cell
            d = np.linalg.norm(xy[:, None] - xy[None] + move, axis=2)
            result |= np.abs(d - 1.0) < 1e-8
    return result


def trio_counts(adj):
    """Numbers of mutually adjacent trios and of all connected trios."""
    t = np.array(list(combinations(range(len(adj)), 3)))
    bonds = (adj[t[:, 0], t[:, 1]].astype(int)
             + adj[t[:, 1], t[:, 2]] + adj[t[:, 0], t[:, 2]])
    return int(np.sum(bonds == 3)), int(np.sum(bonds >= 2))


# Geometry: explicit search over all triples of sites
L_test = 8
tri_periodic, trio_periodic = trio_counts(adjacency(L_test, True))
tri_open, _ = trio_counts(adjacency(L_test, False))
assert tri_periodic == 2 * L_test**2
assert trio_periodic == 11 * L_test**2
assert tri_open == 2 * (L_test - 1)**2

# Every occupation of a 4 x 4 periodic lattice
adj = adjacency(4, True)
n = 16
codes = np.arange(2**n)
vacant = ((codes[:, None] >> np.arange(n)) & 1).astype(bool)
k = vacant.sum(axis=1)
edges = [e for e in combinations(range(n), 2) if adj[e]]
triangles = [t for t in combinations(range(n), 3)
             if adj[t[0], t[1]] and adj[t[1], t[2]] and adj[t[0], t[2]]]
pairs = sum(vacant[:, i].astype(int) & vacant[:, j] for i, j in edges)
triples = sum(vacant[:, i].astype(int) & vacant[:, j] & vacant[:, m]
              for i, j, m in triangles)


def enumerated_mean(values, q):
    return float(np.sum(values * q**k * (1 - q)**(n - k)))


def variance_per_site(q):
    return (2 * (q**3 - q**6) + 6 * (q**4 - q**6) + 18 * (q**5 - q**6))


for q in (p, 2 * p, 0.3):
    mean = enumerated_mean(triples, q)
    assert np.isclose(mean / n, 2 * q**3, rtol=1e-9)
    assert np.isclose(enumerated_mean(pairs, q) / n, 3 * q**2, rtol=1e-9)
    var = enumerated_mean((triples - mean)**2, q)
    assert np.isclose(var / n, variance_per_site(q), rtol=1e-9)

# Connected holes that contain a triangle: exact low-order coefficients
neighbour_mask = [sum(1 << j for j in range(n) if adj[i, j])
                  for i in range(n)]
triangle_mask = [sum(1 << i for i in t) for t in triangles]


def merged_holes(code):
    count = 0
    rest = code
    while rest:
        hole = rest & -rest
        frontier = hole
        while frontier:
            reach = 0
            for i in range(n):
                if frontier >> i & 1:
                    reach |= neighbour_mask[i]
            frontier = reach & code & ~hole
            hole |= frontier
        count += any(hole & t == t for t in triangle_mask)
        rest &= ~hole
    return count


holes_by_k = {v: sum(merged_holes(int(c)) for c in codes[k == v])
              for v in range(5)}
assert holes_by_k[0] == holes_by_k[1] == holes_by_k[2] == 0
c3 = holes_by_k[3] / n
c4 = (holes_by_k[4] - (n - 3) * holes_by_k[3]) / n
assert c3 == 2 and c4 == -3
merged_rate = 2 * p**3 - 3 * p**4

# Probability of no vacant triangle: transfer matrix on a cylinder
W = 6
rows = ((np.arange(2**W)[:, None] >> np.arange(W)) & 1).astype(bool)
row_prob = np.prod(np.where(rows, p, 1 - p), axis=1)
lower = rows[:, None, :]
upper = rows[None, :, :]
lower_next = np.roll(lower, -1, axis=2)
upper_next = np.roll(upper, -1, axis=2)
blocked = np.any(lower_next & upper & (lower | upper_next), axis=2)
transfer = np.where(blocked, 0.0, row_prob[None, :])
largest = np.max(np.linalg.eigvals(transfer).real)
empty_rate = -np.log(largest) / W
assert np.isclose(empty_rate, merged_rate, rtol=5e-4)
P_none = np.exp(-N * merged_rate)

# Direct random trials on million-site lattices
rng = np.random.default_rng(2718)
trials = 400
side = 1000
counts = np.empty(trials, dtype=int)
for trial in range(trials):
    v = rng.random((side, side), dtype=np.float32) < p
    right = np.roll(v, -1, axis=1)
    up = np.roll(v, -1, axis=0)
    shared = right & up
    counts[trial] = (np.count_nonzero(shared & v)
                     + np.count_nonzero(shared & np.roll(up, -1, axis=1)))
expected = 2 * N * p**3
sigma = np.sqrt(N * variance_per_site(p))
error_mean = sigma / np.sqrt(trials)
frac_none = np.mean(counts == 0)
assert abs(counts.mean() - expected) < 4 * error_mean
assert abs(frac_none - P_none) < 4 * np.sqrt(P_none * (1 - P_none) / trials)
run_total = int(counts[:cycles].sum())
assert abs(run_total - cycles * expected) < 4 * sigma * np.sqrt(cycles)

# Attraction between vacancies, at fixed mean vacancy fraction
kT_eV = constants.k * T / constants.e


def triangles_with_attraction(J):
    def weights(log_z):
        w = np.exp(k * log_z + pairs * J / kT_eV)
        return w / w.sum()
    root = brentq(lambda x: np.sum(weights(x) * k) / n - p, -12, 0,
                  xtol=1e-13)
    return N * np.sum(weights(root) * triples) / n


assert np.isclose(triangles_with_attraction(0.0), expected, rtol=1e-8)
attracted = triangles_with_attraction(J_eV)
boost_simple = np.exp(3 * J_eV / kT_eV)
assert np.isclose(attracted / expected, boost_simple, rtol=0.06)

# Uneven coverage: two equal areas with p(1+s) and p(1-s)
uneven = N / n * 0.5 * (enumerated_mean(triples, p * (1 + s))
                        + enumerated_mean(triples, p * (1 - s)))
assert np.isclose(uneven, expected * (1 + 3 * s**2), rtol=1e-9)
doubled = N / n * enumerated_mean(triples, 2 * p)
assert np.isclose(doubled, 8 * expected, rtol=1e-9)

# Engineering quantities
site_density = 2 / (np.sqrt(3) * a_nm**2)
million_area = N / site_density
opening_density = site_density * 2 * p**3 * 1e14
pad_sites = site_density * pad_nm**2
pad_mean = pad_sites * 2 * p**3
pad_risk = 1 - np.exp(-pad_sites * merged_rate)
# The spacing-based density must agree with the area of the unit cell
cell_area = abs(np.linalg.det(a_nm * np.array([[1, 0],
                                              [0.5, np.sqrt(0.75)]])))
assert np.isclose(site_density * cell_area, 1)

print("INPUTS")
print(f"number of sites N: {N}")
print(f"vacancy probability p: {p:.2f}")
print(f"site spacing (rough typical value): {a_nm:.1f} nm")
print(f"pad side: {pad_nm:.0f} nm")
print(f"temperature: {T:.2f} K")
print("GEOMETRY, FROM EXPLICIT SEARCH")
print(f"sites in searched periodic lattice: {L_test**2}")
print(f"triangles found there: {tri_periodic}")
print(f"triangles per site: {tri_periodic / L_test**2:.0f}")
print(f"connected trios per site: {trio_periodic / L_test**2:.0f}")
print(f"triangles in open 8 x 8 patch: {tri_open}")
print("MEANS PER MILLION SITES")
print(f"probability that one triangle is vacant: {p**3:.1e}")
print(f"single vacancies: {N * p:.0f}")
print(f"adjacent vacant pairs: {3 * N * p**2:.0f}")
print(f"vacant triangles: {expected:.4f}")
print(f"connected vacant trios of any shape: {11 * N * p**3:.2f}")
print(f"merged-hole coefficients of p^3 and p^4: {c3:.0f}, {c4:.0f}")
print(f"merged holes, through order p^4: {N * merged_rate:.3f}")
print(f"open 1000 x 1000 patch: {2 * (side - 1)**2 * p**3:.4f}")
print("SCATTER")
print(f"variance of triangle count: {sigma**2:.4f}")
print(f"standard deviation of triangle count: {sigma:.3f}")
print(f"probability of no opening, formula: {P_none:.4f}")
print(f"same, transfer matrix: {np.exp(-N * empty_rate):.4f}")
print(f"random million-site lattices: {trials}")
print(f"mean count in random trials: {counts.mean():.3f}")
print(f"expected standard error of that mean: {error_mean:.3f}")
print(f"fraction of trials with no opening: {frac_none:.3f}")
print("SURFACE EXAMPLE")
print(f"site density: {site_density:.3f} nm^-2")
print(f"area of a million sites: {million_area:.4e} nm^2")
print(f"opening density: {opening_density:.3e} cm^-2")
print(f"sites on pad: {pad_sites:.0f}")
print(f"mean openings on pad: {pad_mean:.4f}")
print(f"chance of at least one on pad: {pad_risk:.4f}")
print("NEGLECTED EFFECTS, PER MILLION SITES")
print(f"thermal energy kT: {kT_eV:.5f} eV")
print(f"assumed vacancy attraction J: {J_eV:.3f} eV")
print(f"low-density factor exp(3J/kT): {boost_simple:.3f}")
print(f"mean with attraction, enumerated: {attracted:.2f}")
print(f"assumed relative unevenness s: {s:.1f}")
print(f"mean with uneven coverage: {uneven:.3f}")
print(f"mean at doubled vacancy fraction: {doubled:.2f}")
print(f"assumed number of rearranging cycles: {cycles}")
print(f"expected total over these cycles: {cycles * expected:.0f}")
print(f"total in {cycles} random arrangements: {run_total}")
print("no test failed")
```

Printed output:

```
INPUTS
number of sites N: 1000000
vacancy probability p: 0.01
site spacing (rough typical value): 0.5 nm
pad side: 100 nm
temperature: 423.15 K
GEOMETRY, FROM EXPLICIT SEARCH
sites in searched periodic lattice: 64
triangles found there: 128
triangles per site: 2
connected trios per site: 11
triangles in open 8 x 8 patch: 98
MEANS PER MILLION SITES
probability that one triangle is vacant: 1.0e-06
single vacancies: 10000
adjacent vacant pairs: 300
vacant triangles: 2.0000
connected vacant trios of any shape: 11.00
merged-hole coefficients of p^3 and p^4: 2, -3
merged holes, through order p^4: 1.970
open 1000 x 1000 patch: 1.9960
SCATTER
variance of triangle count: 2.0618
standard deviation of triangle count: 1.436
probability of no opening, formula: 0.1395
same, transfer matrix: 0.1395
random million-site lattices: 400
mean count in random trials: 2.047
expected standard error of that mean: 0.072
fraction of trials with no opening: 0.102
SURFACE EXAMPLE
site density: 4.619 nm^-2
area of a million sites: 2.1651e+05 nm^2
opening density: 9.238e+08 cm^-2
sites on pad: 46188
mean openings on pad: 0.0924
chance of at least one on pad: 0.0870
NEGLECTED EFFECTS, PER MILLION SITES
thermal energy kT: 0.03646 eV
assumed vacancy attraction J: 0.020 eV
low-density factor exp(3J/kT): 5.183
mean with attraction, enumerated: 10.08
assumed relative unevenness s: 0.3
mean with uneven coverage: 2.540
mean at doubled vacancy fraction: 16.00
assumed number of rearranging cycles: 100
expected total over these cycles: 200
total in 100 random arrangements: 200
no test failed
```
